Branch points of one-dimensional bands: weak potentials and widely spaced wells, part 2

An electron of mass m moves in a one-dimensional potential V(x) of period a. Sought are the branch points of its bands E(k) at complex Bloch wave number k. Energies are in eV, lengths in nm; C = ħ²/2m = 0.038100 eV nm², U = V/C. A prime means d/dx on functions of position, d/dE on μ, d/dκ on f. Gap n lies above band n. The program is the numerical check.

(a) μ(E) = cos ka is half the trace of the one-cell transfer matrix. In gap n, μ′(E₀) = 0 at k₀ = G/2 ± i h_n, G = 2πn/a, cosh(h_n a) = |μ(E₀)|, where E − E₀ ∝ ±√(k − k₀). Below, h is h_n and B = |μ(E₀)| − 1.

(b) An N-point mesh average of band 1, E₁ = Σ_n ε_n e^{inka}, has

mesh error ≈ (−1)^N A N^{−3/2} e^{−Nha}/√π, A = √(2 sinh(ha)/μ″(E₀)),

from the jump of E₁, ∝ √τ, integrated with e^{−Nτ} along the cut Im k = h + τ/a. With n bands filled, h_n governs.

(c) Two waves coupled by the Fourier component V_G give, at k = G/2 + q and mean potential V̄,

E± = V̄ + C(G²/4 + q²) ± √[(CGq)² + |V_G|²]

and E₀ = E_mid − Ch², E_mid being mid-gap.

(d) For the true gap E_g, h = E_g/(2CG) · [1 + O(η²)], η = a∫₀ᵃ|U| dx; also

μ = cos νa + (sin νa/2ν) ∫₀ᵃ U dy + O(η²), ν = √(E/C).

(e) For E = −Cκ² and wells of width b < a, the defining solution is e^{κx} left of one well, f(κ)e^{κx} + r(κ)e^{−κx} right of it, and

μ = ½[f(κ)e^{κa} + f(−κ)e^{−κa}].

Level n, E = −E_b = −Cκ_n², has f(κ_n) = 0, f′(κ_n) = 1/(N₊N₋), sign (−1)^{n−1}, and normalized tails N₋e^{κ_n x}, N₊e^{−κ_n x}.

(f) For large a, with β = f″/(2f′) at κ_n,

h_n a = κ_n a − 1 − ln(|N₊N₋| a) − β/a + O(a⁻²),

E₀ ≈ −C[κ_n − 1/(a + β)]², hopping t = 2Cκ_n N₊N₋e^{−κ_n a}.

(g) Apply the results to the delta Kronig–Penney chain V = −gΣ_j δ(x − ja), g > 0. With κ₀ = mg/ħ² and s = κ₀a, expand h₁a for large s and for small s, and find the first correction to the result of (d).

Solution. Integrating the Schrödinger equation across a delta gives ψ′(0⁺) − ψ′(0⁻) = −(g/C)ψ(0) = −2κ₀ψ(0). For the defining solution of (e), continuity gives f + r = 1 and the jump gives κ(f − r) − κ = −2κ₀. Adding f + r = 1 to f − r = 1 − 2κ₀/κ,

f = 1 − κ₀/κ.

The one level has κ₁ = κ₀. Its normalized state is √κ₀ e^{−κ₀|x|}, so N₊N₋ = κ₀, and f′ = κ₀/κ² = 1/κ₀ at the level, in agreement with (e). Further f″ = −2κ₀/κ³ = −2/κ₀², so β = −1/κ₀. Part (f) then gives

ha = s − 1 − ln s + 1/s + O(s⁻²),   t = 2Cκ₀²e^{−s} = 2E_b e^{−s}.

The trace formula gives μ = cosh κa − (κ₀/κ) sinh κa, and for E > 0, with u = a√(E/C) and κa → iu,

μ = cos u − s sin u/u.

This is the first-order expression of (d) with ∫U = −2κ₀, exact here; η = 2s.

For small s put u = π − x, σ = s/π and p = 1/π. Then cos u = −cos x, sin u = sin x and s/u = σ/(1 − px). With x of order σ and sin x/(1 − px) = x + px² + (p² − 1/6)x³ + …,

−μ − 1 = σx − ½(1 − 2pσ)x² + σ(p² − 1/6)x³ + x⁴/24 + O(σ⁵).

The first two terms have their maximum σ²/[2(1 − 2pσ)] at x = σ/(1 − 2pσ). The last two are fourth order, and to that order they are evaluated at x = σ, where they sum to σ⁴(p² − 1/8); the shift of the maximum that they cause matters only at higher order because the function is stationary there. So

B = ½σ²[1 + 2pσ + 4p²σ² + (2p² − 1/4)σ²] = ½σ²[1 + 2pσ + (6p² − 1/4)σ²].

From cosh ha − 1 = (ha)²/2 + (ha)⁴/24, (ha)² = 2B − σ⁴/12 = σ²[1 + 2pσ + (6p² − 1/3)σ²]. The square root, with √(1 + ξ) = 1 + ξ/2 − ξ²/8 and ξ²/8 = p²σ²/2, is

ha = σ[1 + pσ + (5p²/2 − 1/6)σ² + …].

All V_G equal −g/a, so 2|V_G| = 2g/a and the estimate from it is h = (2g/a)/(2C · 2π/a) = κ₀/π, or ha = σ. Its first relative correction is pσ = s/π².

The gap edges solve 1 + cos u = s sin u/u, or cos(u/2)[cos(u/2) − (s/u) sin(u/2)] = 0. The upper edge is u = π. The lower edge has cot(u/2) = tan(x/2) = σ/(1 − px). Write τ = σ(1 + px + p²x²) and x = 2τ − 2τ³/3. The first pass gives x = 2σ, the second τ = σ + 2pσ² and x = 2σ + 4pσ², the third τ = σ + 2pσ² + 8p²σ³ and

x = 2σ + 4pσ² + (16p² − 2/3)σ³.

The gap is E_g = (C/a²)[π² − (π − x)²] = (C/a²)(2πx − x²), and with h_NFE = E_g/(2CG), G = 2π/a, and x² = 4σ² + 16pσ³,

h_NFE a = x/2 − px²/4 = σ[1 + pσ + (4p² − 1/3)σ² + …].

The first-order terms of h and h_NFE agree, as (d) requires, and the second-order ones differ by (5p²/2 − 1/6) − (4p² − 1/3) = 1/6 − 3p²/2:

h/h_NFE = 1 + s²[1/(6π²) − 3/(2π⁴)] + ….

The coefficient is 0.016887 − 0.015399 = 0.001488, small because two terms nearly cancel in this model. From the exact extremum and edge of μ at s = 10⁻⁴ the program obtains 0.10132 for the first-order coefficient, which is 1/π², and 0.001488 for the second, and asserts both. For large s it finds ha = 6.80954, 45.10839 and 193.70671 at s = 10, 50 and 200, against estimates 6.79741, 45.10798 and 193.70668, and asserts that the difference is below 2/s². The ratios h/κ₀ are 0.681, 0.902 and 0.969.

A check that does not use μ comes from plane waves. The equations [C(k + G)² − E]c_G = (g/a)Σ c_{G′} have a solution when

1 = (g/a) Σ_G 1/[C(k + G)² − E].

Where two bands meet this equation has a double root in E, so Σ_G [C(k + G)² − E]⁻² = 0 as well. The program asserts both conditions at k = π/a + ih, E = E₀, for the two chains with a = 0.5 nm treated next.

(h) Evaluate the delta chain with a = 0.5 nm for (i) g = 0.05 eV nm and (ii) E_b = 5 eV. Compare the exact h with the limiting forms, and the mesh errors with (b).

Solution. (i) Here κ₀ = g/2C = 0.05/(2 × 0.038100) = 0.6562 nm⁻¹, s = 0.3281 and G = 12.566 nm⁻¹. The exact gap is E_g = 0.20681 eV (3.313 × 10⁻²⁰ J), 3.4 % above 2g/a = 0.2000 eV. The extremum of μ gives h = 0.21601 nm⁻¹ (2.16 × 10⁸ m⁻¹), ha = 0.1080, and a shortest decay length 1/h = 4.63 nm, about nine cells.

With the true gap, 2CG = 2 × 0.038100 × 12.5664 = 0.95756 eV nm and h_NFE = 0.206807/0.95756 = 0.21597 nm⁻¹. The printed values give h/h_NFE − 1 = 0.216008/0.215975 − 1 = 1.5 × 10⁻⁴, and the leading term of (g) is 0.001488 × 0.3281² = 1.6 × 10⁻⁴. With the first-order gap the estimate is κ₀/π = 0.20887 nm⁻¹ and h/(κ₀/π) = 1.0342. The series of (g), with σ = 0.10443, gives 1 + 0.0332 + 0.0866 × 0.01091 = 1.0342. The upper edge is C(π/a)² = 1.5041 eV, the middle of the gap is 1.5041 − 0.1034 = 1.4007 eV, and Ch² = 0.0381 × 0.2160² = 0.0018 eV, so E₀ = E_mid − Ch², with E_mid the middle of the true gap as in (d), places E₀ at 1.3989 eV, which matches the computed 1.398941 eV to these digits.

For the mesh law μ″(E₀) = 1.0931 eV⁻², 0.2 % above the free value [a/(CG)]² = (0.5/0.47878)² = 1.0906 eV⁻². Then A = √(2 × 0.10821/1.0931) = 0.4450 eV. At N = 32, Nha = 3.456, and

(0.4450/1.7725) × 32^{−3/2} × e^{−3.456} = 0.2510 × 0.005524 × 0.03155 eV = 4.38 × 10⁻⁵ eV,

against an actual error of 4.87 × 10⁻⁵ eV in a band average of 0.38976 eV. At N = 8 the law gives 4.68 × 10⁻³ eV and the actual error is 7.37 × 10⁻³ eV, larger by a factor 1.58. The ratio of error to law is 1.0524 at N = 64 and 1.0265 at N = 128; the excess halves when N doubles, and removing the 1/N term leaves 2 × 1.0265 − 1.0524 = 1.0006, which the program asserts to be 1 within 0.01.

The size of the 1/N term can be estimated from the two-wave root of (c). On the cut, Im k = h + τ/a, the jump is proportional to √((h + τ/a)² − h²) = √(2hτ/a)[1 + τ/(4ha) + …]. The mean of τ under the weight √τ e^{−Nτ} is Γ(5/2)/[NΓ(3/2)] = 3/(2N), so the relative correction is 3/(8Nha). This is 0.054 at N = 64 and 0.027 at N = 128, close to the computed excesses; the program does not assert this estimate. For a narrow gap the expansion parameter is therefore 1/(Nha), not 1/N, and N = 8, with Nha = 0.86, is outside the asymptotic range.

(ii) Here κ₀ = √(5/0.038100) = 11.456 nm⁻¹, g = 0.8729 eV nm and s = 5.728. The hopping is t = 2 × 5 × e^{−5.728} = 0.03254 eV, and the first Fourier coefficient of the exact band is −ε₁ = 0.03258 eV, 0.1 % larger than t. The band is 4t = 0.13 eV wide and its mean, −4.9989 eV, is 1.1 meV above −E_b. In these respects the chain is well described by tight binding. The exact branch point is nevertheless at h = 6.399 nm⁻¹ (6.40 × 10⁹ m⁻¹), ha = 3.200, only 0.559 κ₀, with E₀ = −3.003 eV. The expansion gives ha = 5.7279 − 1 − 1.7453 + 0.1746 = 3.157, or h = 6.314 nm⁻¹, 1.3 % below the exact value; the difference of 0.04 in ha is of the size of the neglected order, 1/s² = 0.03.

At a = 2 nm, s = 22.91, the exact h = 9.4128 nm⁻¹ and the estimate 9.4118 nm⁻¹ agree to 1 part in 10⁴, and h/κ₀ = 0.822. With β = −1/κ₀ = −0.0873 nm, the branch energy of (f) is −0.038100 × (11.456 − 1/1.9127)² = −4.554 eV against the computed −4.553 eV. The ratio h/κ₀ reaches 0.9 only at a = 4.245 nm, s = 48.6.

Back at a = 0.5 nm, μ″(E₀) = 3.7127 eV⁻² and A = 2.5679 eV. At N = 4 the law gives (2.5679/1.7725) × (1/8) × e^{−12.798} = 5.01 × 10⁻⁷ eV, and the actual error is 5.15 × 10⁻⁷ eV; at N = 2 the figures are 8.52 × 10⁻⁴ and 8.99 × 10⁻⁴ eV. The ratios 1.0072 and 1.0036 at N = 16 and 32 extrapolate to 1.0000. A pure cosine band would have no error at all for N ≥ 2. Putting κ₀ in place of h in the exponent would lower the N = 4 estimate by e^{4(5.728 − 3.200)}, about 2.5 × 10⁴.

(i) Test the parts of (d) and (f) that the delta chain cannot reach: a gap with V_G = 0, and a well with an excited level. Use V = 2V₁cos(2πx/a) with a = 0.5 nm for the first, and square wells of depth V_w = 5 eV and width b = 0.4 nm for the second.

Solution. Both tests use plane waves at complex k = nπ/a + iκ′. The squared difference of the eigenvalues of bands n and n + 1 is positive for κ′ < h and, by the square-root form in (a), passes linearly through zero at κ′ = h, beyond which the two are complex conjugates. Its zero locates h without reference to μ.

The cosine potential has only the components V_{±2π/a} = V₁, so at G = 4π/a the two-wave treatment gives no gap. The waves ±2π/a, of energy 4C(π/a)² = 6.0165 eV, are coupled in second order through the wave k = 0, of energy zero, which is the only two-step path between them. The effective coupling is V₁²/6.0165 eV, and the gap is twice that, 2 × 0.3008²/6.0165 = 0.0301 eV for V₁ = 0.3008 eV. Diagonalization gives 0.029950 eV, and 0.007512 eV for V₁ = 0.1504 eV, a ratio of 3.99. With 2CG = 1.9151 eV nm, h_NFE = 0.029950/1.9151 = 0.015639 nm⁻¹, and the eigenvalues coalesce at 0.015673 nm⁻¹. The deviation h/h_NFE − 1 is 2.20 × 10⁻³, and 5.54 × 10⁻⁴ at half the potential. The ratio is 3.97; a second-order error requires 4 in the limit, and the program asserts a value between 3.8 and 4.2.

For the square well, q² = V_w/C − κ² inside. The defining solution has ψ = e^{−κb/2} and ψ′ = κe^{−κb/2} at x = −b/2. Carried across the well,

ψ(b/2) = e^{−κb/2}[cos qb + (κ/q) sin qb],   ψ′(b/2) = e^{−κb/2}[κ cos qb − q sin qb].

On the right ½(ψ + ψ′/κ) = f e^{κx}, because the decaying wave cancels in this combination, so

f(κ) = e^{−κb}[cos qb + ((κ² − q²)/(2κq)) sin qb].

The trace formula, in which the sine term is odd in κ, gives

μ = cos qb cosh κ(a − b) + ((κ² − q²)/(2κq)) sin qb sinh κ(a − b).

At a = 0.6 nm the extrema of this μ give h₁ = 2.8345 nm⁻¹ and h₂ = 1.3077 nm⁻¹, and the plane-wave coalescence gives the same digits (asserted to 10⁻⁴ relative).

The well has two levels: E_b = 3.889 eV with κ₁ = 10.103 nm⁻¹, and E_b = 1.029 eV with κ₂ = 5.198 nm⁻¹. Normalizing the states by quadrature gives N₊N₋ = 42.285 and −16.185 nm⁻¹, equal to 1/f′ from the formula above, with the signs found in (e). The magnitudes exceed κ_n because both tails are referred to one common origin (by (e) any origin gives the same product) and not each to its own edge of the well, which puts a factor e^{κ_n b} into the product: for the even state N₊N₋ is cos²(qb/2)e^{κb} divided by ∫ψ² dx for the state that is cos qx inside. The logarithm in (f) therefore contains κ_n b, the term −ln(|N₊N₋|a) contributes −κ_n b, and the leading exponent is κ_n(a − b), set by the barrier width. The lengths β are 0.0539 and −0.4685 nm.

At a = 10 nm the formula of (f) reads

gap 1: 101.0328 − 1 − ln 422.85 − 0.0054 = 101.0328 − 1 − 6.0470 − 0.0054 = 93.9804,
gap 2: 51.9777 − 1 − ln 161.85 + 0.0469 = 51.9777 − 1 − 5.0867 + 0.0469 = 45.9379,

against exact values 93.9803 and 45.9390. For gap 2 the exact ha exceeds the estimate by 0.00115, 0.00028 and 0.00007 at a = 10, 20 and 40 nm, falling by about four at each doubling, as an a⁻² remainder must; for gap 1 the differences are −0.00013, −0.00003 and −0.00001. The program asserts a remainder below 0.5 nm²/a² and h_n < κ_n in all six cases. The ratio h/κ is 0.930, 0.962, 0.979 for gap 1 and 0.884, 0.935, 0.964 for gap 2. With both bands filled the mesh error is set by h₂, which tends to the decay constant of the upper level.

At a = 0.6 nm the same formula gives 6.062 − 1 − 3.234 − 0.090 = 1.738 for gap 1, 2 % above the exact h₁a = 1.701, where h₁ is only 0.28 κ₁. For gap 2 it gives 3.119 − 1 − 2.273 + 0.781 = 0.63 against the exact h₂a = 0.785. There |β|/a = 0.78 and e^{−2h₂a} = 0.21 are not small and κ₂(a − b) = 1.04 is not large, so the expansion does not apply.

Computed values

```
hbar^2/2m = 0.038100 eV nm^2
s=1e-4: (h pi/kap0-1)/s = 0.10132, (h/h_NFE-1)/s^2 = 0.001488
s=10: ha = 6.80954, s-1-ln s+1/s = 6.79741, h/kap0 = 0.6810
s=50: ha = 45.10839, s-1-ln s+1/s = 45.10798, h/kap0 = 0.9022
s=200: ha = 193.70671, s-1-ln s+1/s = 193.70668, h/kap0 = 0.9685
weak: a = 0.5 nm, g = 0.05 eV nm, G = 12.56637 nm^-1
weak: kap0 = 0.65617 nm^-1, s = 0.32809, 2g/a = 0.2000 eV
weak: Eg = 0.206807 eV = 3.31342e-20 J, E0 = 1.398941 eV
weak: h exact = 0.216008 nm^-1, ha = 0.108004, 1/h = 4.6295 nm
weak: m Eg/(hbar^2 G) = 0.215975 nm^-1, kap0/pi = 0.208866 nm^-1
weak: mu''(E0) = 1.09308 eV^-2, A = 0.44497 eV
weak: band-1 mean energy = 0.389763 eV
weak: N=8 mesh error 7.371e-03 eV, law 4.676e-03 eV
weak: N=32 mesh error 4.868e-05 eV, law 4.376e-05 eV
weak: error/law N=64: 1.0524, N=128: 1.0265
strong: Eb = 5.0 eV, kap0 = 11.45575 nm^-1, g = 0.87292 eV nm
strong a=0.5 nm: s = 5.7279, E0 = -3.00321 eV, h = 6.39916 nm^-1
strong a=0.5 nm: estimate 6.31423 nm^-1, ha = 3.1996, h/kap0 = 0.5586
strong a=2.0 nm: s = 22.9115, E0 = -4.55308 eV, h = 9.41278 nm^-1
strong a=2.0 nm: estimate 9.41175 nm^-1, ha = 18.8256, h/kap0 = 0.8217
strong: h = 0.9 kap0 at a = 4.245 nm, s = 48.63
strong: mu''(E0) = 3.71269 eV^-2, A = 2.56788 eV
strong: band-1 mean energy = -4.998890 eV
strong: N=2 mesh error 8.987e-04 eV, law 8.518e-04 eV
strong: N=4 mesh error 5.149e-07 eV, law 5.008e-07 eV
strong: error/law N=16: 1.0072, N=32: 1.0036
strong: hopping t = 0.03254 eV, -eps_1 = 0.03258 eV
cosine a=0.5 nm V1=0.3008 eV: gap2 0.029950 eV, h 0.015673 nm^-1, dev 2.20e-03
cosine a=0.5 nm V1=0.1504 eV: gap2 0.007512 eV, h 0.003925 nm^-1, dev 5.54e-04
square well: depth 5.0 eV, width 0.4 nm
square a=0.6 nm gap 1: h 2.83451 nm^-1, plane waves 2.83451 nm^-1
square a=0.6 nm gap 2: h 1.30772 nm^-1, plane waves 1.30772 nm^-1
level 1: Eb 3.88909 eV, kap 10.10328 nm^-1
level 1: N+N- 42.2854 nm^-1, 1/f' 42.2854 nm^-1, beta 0.0539 nm
level 1 a=10 nm: ha 93.98026, estimate 93.98039, h/kap 0.9302
level 1 a=20 nm: ha 194.32272, estimate 194.32275, h/kap 0.9617
level 1 a=40 nm: ha 395.69656, estimate 395.69657, h/kap 0.9791
level 2: Eb 1.02934 eV, kap 5.19777 nm^-1
level 2: N+N- -16.1853 nm^-1, 1/f' -16.1853 nm^-1, beta -0.4685 nm
level 2 a=10 nm: ha 45.93903, estimate 45.93788, h/kap 0.8838
level 2 a=20 nm: ha 97.19930, estimate 97.19902, h/kap 0.9350
level 2 a=40 nm: ha 200.44965, estimate 200.44958, h/kap 0.9641
```
